Two-Point Extrapolation of Correlation Energies and the Growth of Errors

**Problem**

The heat of a gas-phase reaction, such as the loss of a ligand by a volatile precursor, depends on differences of molecular energies. Their correlation part converges slowly as the basis set grows. Let X be the cardinal number of a basis set, 3 for triple-zeta and 4 for quadruple-zeta, and assume

E(X) = E_lim + A/X³,

with the same E_lim and A for both sets. Here E is the correlation energy alone; the Hartree-Fock energy converges differently and needs separate treatment.

(a) Justify the inverse cube for a 1s² electron pair whose repulsion is treated to second order.

(b) Express E_lim through E(3) and E(4).

(c) Both energies carry independent random errors of zero mean and standard deviation s. Find the standard deviation of E_lim.

(d) A model dissociation AB → A + B has these correlation energies in kJ/mol, chosen as round numbers:

AB: E(3) = −1500, E(4) = −1590
A: E(3) = −700, E(4) = −742
B: E(3) = −710, E(4) = −752

Each of the six has an independent error with s = 0.5 kJ/mol. Find the correlation part of the dissociation energy and its standard error. For what s does extrapolation stop paying?

The random errors may come from sampling or rounding. Truncation thresholds need not qualify: dropping weakly occupied natural orbitals from a second-order calculation raises the energy, by an amount that depends on the basis, and such a bias is not described by (c). Basis incompleteness is not among them: it is systematic, and the law is meant to remove it.

**Hints**

1. For (a), expand the repulsion in Legendre polynomials. At large angular momentum l the response of the pair is confined to r₁ ≈ r₂. Find the energy for one l, then sum over the missing l.

2. For (b), multiply each equation by X³ before subtracting.

3. For (c), write the error of the limit as a linear combination of the input errors. Independence removes the cross term from the mean square, whatever the signs of the weights.

4. For (d), compare mean square errors, including the truncation error left in the quadruple-zeta result.

**Solution**

**(a) Why an inverse cube**

Use bohr and hartree, with nuclear charge 1. For charge Z the unperturbed energies scale as Z² and the repulsion as Z, so the second-order energy, of the form repulsion²/energy, does not depend on Z.

The reduced 1s function is u(r) = 2r exp(−r). Write the unperturbed pair function as u(r₁)u(r₂)/(4πr₁r₂), and the part of its first-order correction with angular momentum l as w(r₁,r₂)P_l(cos θ)/(4πr₁r₂), θ being the angle between the position vectors. The repulsion is

1/r₁₂ = Σ_l (r_<^l / r_>^(l+1)) P_l(cos θ),

where r_< and r_> are the smaller and larger radius. Set λ = l + 1/2, x = r₁ − r₂, R = (r₁ + r₂)/2 and κ = λ/R. Near r₁ = r₂, ln(r_</r_>) ≈ −|x|/R, so

r_<^l / r_>^(l+1) = (r₁r₂)^(−1/2) (r_</r_>)^λ ≈ (1/R) exp(−κ|x|).

The kinetic operator is −½(∂₁² + ∂₂²) = −∂ₓ² − ¼∂_R². The two centrifugal terms add to l(l+1)/R² ≈ κ². At large λ these and ∂ₓ² are of order λ², while ∂_R², the nuclear attraction and the orbital energies are of order one and are dropped. With F(R) = u(R)², the first-order equation becomes

(−∂ₓ² + κ²) w = −(F/R) exp(−κ|x|).

Try g = (1 + κ|x|) exp(−κ|x|). Then g′ = −κ²x exp(−κ|x|), which is continuous at x = 0, and g″ = −κ²(1 − κ|x|) exp(−κ|x|). Hence −g″ + κ²g = 2κ² exp(−κ|x|), and

w = −F g/(2κ²R).

The energy increment is the overlap of repulsion, unperturbed function and correction. The angular average of P_l² is 1/(2l+1) = 1/(2λ), and dr₁dr₂ = dR dx, so

e_l ≈ −(1/2λ) ∫dR [F²/(2κ²R²)] ∫dx (1 + κ|x|) exp(−2κ|x|).

The inner integral is 2[1/(2κ) + 1/(4κ)] = 3/(2κ). Inserting κ = λ/R gives

e_l ≈ −C/λ⁴, C = (3/8) ∫F²R dR.

Since F² = 16R⁴ exp(−4R), the integral is 16·5!/4⁶ = 15/32, and C = 45/256 hartree, or 461.5 kJ/mol. Increments from a sum over states in a finite radial basis, fitted at l = 5 and 8 with a λ⁻⁶ term, give 459.3 kJ/mol. The gap is numerical: radially converged increments give 460.7 kJ/mol in the same fit and 461.51 kJ/mol in a three-term fit at l = 10, 14 and 18. That fit also gives the next term, e_l ≈ −(C/λ⁴)(1 − 1.25/λ²).

If all l up to L are complete, the missing ones start at X = L + 1. Their sum is a midpoint rule for an integral:

Σ_(l≥X) (l + 1/2)⁻⁴ ≈ ∫_X^∞ t⁻⁴ dt = 1/(3X³).

The midpoint rule's leading correction is f′(X)/24 with f = t⁻⁴, that is −1/(6X⁵), which multiplies the result by 1 − 1/(2X²). At X = 3 this factor is 0.944; the full sum gives 0.949. The λ⁻⁶ term of the increments adds a larger relative correction, about −0.75/X². Because the missing increments are negative, the truncated energy lies above the limit by C/(3X³) to leading order, so A = C/3 for this pair at large X. The computed tail is 0.890 of this value at X = 3 and 0.932 at X = 4.

The law can be tried on the pair itself. The l = 0 part is common to all the sums and passes through unchanged, because the weights found in (b) add to one, so it is left out. It is not small: about −38 kJ/mol of correlation, which brings the pair's correlation energy to about −123 kJ/mol, and about −290 kJ/mol of orbital relaxation that belongs to the Hartree-Fock energy. Counting increments from l = 1, the sums to L = 2 and L = 3 are −79.8186 and −82.6482 kJ/mol. Using them as X = 3 and 4 in the formula found in (b) gives −84.713 kJ/mol. The reference limit, summed to l = 18 with a fitted tail beyond, is −84.889 kJ/mol. Extrapolation leaves 8% of the error of the L = 3 sum. If L = 3 and 4 are instead labelled X = 3 and 4, 34% of the L = 4 error remains, so the assignment of X matters. In the cc-pVXZ sets the highest angular momentum is X − 1 for helium but X for neon, so in these sets X = L + 1 holds for helium but not for neon. Which label extrapolates better is not settled by this pair: the valence MP2 energies of neon in cc-pVTZ and cc-pVQZ give −826.8 kJ/mol labelled (3,4) and −851.4 kJ/mol labelled (4,5).

This derivation concerns complete shells of angular momentum in one pair. Ordinary basis sets are also incomplete radially, and molecules have many pairs and several centres. For them the inverse cube in the cardinal number is an assumption, and it holds only roughly at small X. The law gives [E(4) − E(3)]/[E(5) − E(4)] = 2.81, while MP2 in the cc-pVXZ sets gives 2.52 for helium and 2.32 for the valence shell of neon. The extrapolated neon energy moves from −826.8 kJ/mol with X = 3 and 4 to −838.5 kJ/mol with X = 4 and 5.

**(b) The weights**

Multiply the equations for X = 3 and X = 4 by 27 and 64:

27E(3) = 27E_lim + A
64E(4) = 64E_lim + A.

Subtracting the first from the second removes A and leaves 37E_lim = 64E(4) − 27E(3). Therefore

E_lim = −(27/37) E(3) + (64/37) E(4).

The weights are −0.7297 and 1.7297. They add to one, so a constant added to both energies passes through unchanged. An equivalent form is

E_lim = E(4) + (27/37)[E(4) − E(3)],

which continues the last change by a further 73% of itself. Subtracting the original equations instead gives E(3) − E(4) = A(1/27 − 1/64) = 37A/1728, hence A = (1728/37)[E(3) − E(4)].

**(c) Growth of independent errors**

Let δ₃ and δ₄ be the input errors. The limit has error

δ = −(27/37)δ₃ + (64/37)δ₄.

Squaring and averaging, with ⟨δ₃δ₄⟩ = 0 and ⟨δ₃²⟩ = ⟨δ₄²⟩ = s², gives

⟨δ²⟩ = s²(27² + 64²)/37² = (4825/1369)s².

The standard deviation is therefore (√4825/37)s = 1.877s. The negative weight lets the other exceed one, and squaring removes the sign that would have allowed cancellation. The quadruple-zeta energy supplies 4096/4825 = 85% of the variance, so halving its variance gains 4096/729 = 5.6 times as much as halving the other. It is the one to improve first only if doing so costs less than 5.6 times as much, which need not hold: for neon the number of virtual orbitals doubles from triple- to quadruple-zeta. No Gaussian distribution was assumed.

**(d) The dissociation**

The second form in (b) gives, in kJ/mol,

AB: −1590 − (27/37)·90 = −1655.68
A: −742 − (27/37)·42 = −772.65
B: −752 − (27/37)·42 = −782.65.

The correlation part of the dissociation energy is D = E(A) + E(B) − E(AB). It is 90 at X = 3 and 96 at X = 4, and its limit is

D_lim = 96 + (27/37)·6 = 100.38 kJ/mol,

or 1.040 eV per molecule. Extrapolating the difference or the separate species gives the same result because the formula is linear.

The reaction coefficients are −1, 1 and 1, with squares adding to 3. Six independent errors therefore give

s_D = 0.5·√3·1.877 = 1.63 kJ/mol,

or 0.017 eV per molecule. Without extrapolation the random part would be 0.5·√3 = 0.87 kJ/mol. If each input error is strictly limited to ±0.5 kJ/mol, the worst combination of signs gives 0.5·3·(27 + 64)/37 = 3.69 kJ/mol. This is a bound, not an expected error.

To judge whether extrapolation pays, take the tabulated energies as the error-free values and the law as true. The quadruple-zeta result then has truncation error b = 96 − 100.38 = −4.38 kJ/mol. Its root mean square error is √(4.38² + 0.87²) = 4.46 kJ/mol, against 1.63 kJ/mol after extrapolation. The two are equal when

b² + 3s² = 3s²(4825/1369).

Moving 3s² to the right leaves b² = 3s²(3456/1369), so

s = |b|/√(3·3456/1369) = 1.59 kJ/mol.

Above this input error, the added noise outweighs the truncation error removed.

The law has its own uncertainty. Replacing X by X + 1/2, with the data fixed, changes the result to

D_lim = 96 + 6·3.5³/(4.5³ − 3.5³) = 101.33 kJ/mol.

The shift of 0.95 kJ/mol is systematic, and repeating the calculations with fresh random errors would not average it away. It measures sensitivity to one alternative law and does not bound the error.

For a real precursor, D_lim is one part of the reaction enthalpy. Hartree-Fock, vibrational and thermal contributions must be added, as must relativistic and core-correlation terms where they matter. The electronic-structure method also has an error that no basis extrapolation removes. The energies here are model values, and 0.5 kJ/mol was chosen to make the growth visible; it is not an estimate for a particular method.

**Variation 1: correlated errors**

Suppose the two errors for one species have equal size s and correlation coefficient ρ, so that ⟨δ₃δ₄⟩ = ρs². The cross term is now 2·(−27/37)(64/37)ρs², and

⟨δ²⟩ = s²(4825 − 3456ρ)/1369.

For ρ = 1 the numerator is 1369 and the factor is one: the errors act as a common shift. For ρ = 1/2 the factor is 1.50. For ρ = −1 it is 91/37 = 2.46, because an error in the difference E(4) − E(3) is then continued towards the limit. Using the same numerical settings in both calculations helps if it makes their errors positively correlated; whether it does must be checked for the method in use.

**Variation 2: other neighbouring basis sets**

For cardinal numbers X and X + 1, the elimination in (b) gives

E_lim = [(X+1)³E(X+1) − X³E(X)]/[(X+1)³ − X³].

The denominator is 3X² + 3X + 1, so equal independent errors grow by

√[X⁶ + (X+1)⁶]/(3X² + 3X + 1).

This is 1.48 for the pair (2,3), 1.88 for (3,4) and 2.30 for (4,5). At large X it approaches √2·X/3: the two energies draw together, and their difference must be continued over a relatively longer distance.

The systematic error behaves differently. Suppose the true energy contains a further term B/X⁵. Inserting it into the formula leaves an error

B[(X+1)⁻² − X⁻²]/(3X² + 3X + 1) = −B(2X+1)/[X²(X+1)²(3X² + 3X + 1)].

Its size is 7|B|/5328 for (3,4) and 9|B|/24400 for (4,5), smaller by a factor of 3.6. Larger basis sets thus reduce this systematic error while raising the demand on numerical precision. With s held fixed, the noise grows by 2.30/1.88 = 1.23 between the same two pairs.

Computed values

```
weights: -27/37 = -0.72973, 64/37 = 1.72973
1 hartree = 2625.500 kJ/mol
pair increment l=1: -69.5630 kJ/mol
pair increment l=2: -10.2555 kJ/mol
pair increment l=3: -2.8295 kJ/mol
pair increment l=4: -1.0661 kJ/mol
pair increment l=8: -0.0868 kJ/mol
relative change, l=8, 34 to 44 functions: 1.5e-03
C, local formula: 461.51 kJ/mol
C, from increments: 459.34 kJ/mol
tail sum / inverse-cubic form, X=3: 0.9491
tail sum / inverse-cubic form, X=4: 0.9703
pair sums below start at l=1
pair sum to L=2: -79.818 kJ/mol
pair sum to L=3: -82.648 kJ/mol
pair sum to L=4: -83.714 kJ/mol
pair limit: -84.888 kJ/mol
pair extrapolated, X=L+1: -84.713 kJ/mol
fraction of L=3 error left: 0.078
pair extrapolated, X=L: -84.492 kJ/mol
fraction of L=4 error left: 0.337
AB: E3 -1500.0, E4 -1590.0, limit -1655.676 kJ/mol
A: E3 -700.0, E4 -742.0, limit -772.649 kJ/mol
B: E3 -710.0, E4 -752.0, limit -782.649 kJ/mol
reaction: D3 90.0, D4 96.0 kJ/mol
reaction amplitude A: -280.22 kJ/mol
reaction limit: 100.378 kJ/mol
reaction limit: 1.0403 eV per molecule
truncation error D4 - limit: -4.378 kJ/mol
error of each input energy: 0.50 kJ/mol
amplification, independent errors: 1.8774
variance share of X=4: 0.8489
amplification, rho=-1.0: 2.4595
amplification, rho=+0.5: 1.5041
amplification, rho=+1.0: 1.0000
standard error of D4: 0.866 kJ/mol
standard error of reaction limit: 1.626 kJ/mol
same: 0.0169 eV per molecule
strict bound for errors within +-0.5: 3.689 kJ/mol
rms total error, D4 unextrapolated: 4.463 kJ/mol
break-even input error: 1.591 kJ/mol
unequal errors s3=0.5, s4=0.2: 0.5028 kJ/mol
amplification for pair (2,3): 1.4821
amplification for pair (3,4): 1.8774
amplification for pair (4,5): 2.3022
reaction limit with X+1/2: 101.332 kJ/mol
shift from choice of law: 0.953 kJ/mol
```
